# Mobility of a cubic many-valley semiconductor with two relaxation times, part 1

(Sections cited here and not found follow in the second part.)

A cubic crystal has $N$ conduction-band minima that are carried into one another by its point group. Near minimum $i$ the band is parabolic, and the surfaces of constant energy are ellipsoids of revolution about a unit vector $\mathbf n_i$. With $\mathbf k$ measured from the minimum and the local $z$ axis along $\mathbf n_i$,

$$E(\mathbf k)=\frac{k_x^2+k_y^2}{2m_t}+\frac{k_z^2}{2m_l}.$$

Hartree atomic units are used ($\hbar=e=m_e=1$), the electron has charge $-1$, and $m_x=m_y=m_t$, $m_z=m_l$. The electric field $\boldsymbol{\mathcal E}$ is uniform and weak, and there is no magnetic field. Scattering is elastic, conserves spin and keeps the electron in its valley. In a crystal of volume $V$ the rate from $\mathbf k$ to $\mathbf k'$ is

$$W(\mathbf k,\mathbf k')=\frac1V\,S(\mathbf k,\mathbf k')\,\delta(E-E'),$$

where $S$ is positive, symmetric under $\mathbf k\leftrightarrow\mathbf k'$, and unchanged when both vectors are rotated about $\mathbf n_i$. The equilibrium occupation is $f_0(E)$, and $f_0'=df_0/dE$.

**(a)** Linearize the Boltzmann equation for one valley and express its conductivity tensor through the solution of a linear equation that does not contain the field.

*Solution.* The field moves the wave vector according to $d\mathbf k/dt=-\boldsymbol{\mathcal E}$. In a uniform steady state the drift term balances the collision term:

$$-\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}\Big[W(\mathbf k',\mathbf k)f'(1-f)-W(\mathbf k,\mathbf k')f(1-f')\Big],$$

with $f=f(\mathbf k)$ and $f'=f(\mathbf k')$. Since $W$ is symmetric, the two products $ff'$ cancel and the right side is $-\sum_{\mathbf k'}W(f-f')$, for any degree of degeneracy. Replacing $\sum_{\mathbf k'}$ by $V\int d^3k'/(2\pi)^3$ defines the collision operator

$$(L\phi)(\mathbf k)=\int\frac{d^3k'}{(2\pi)^3}\,\delta(E-E')\,S(\mathbf k,\mathbf k')\,[\phi(\mathbf k)-\phi(\mathbf k')].\tag{1}$$

The delta function ties $\mathbf k'$ to the energy surface of $\mathbf k$. Hence $L$ gives zero on any function of $E$ alone, and such a function can be moved through $L$ as a constant factor.

Write $f=f_0+\delta f$. To first order in the field the left side needs only $\nabla_{\mathbf k}f_0=f_0'\,\mathbf v$, with $v_\alpha=\partial E/\partial k_\alpha=k_\alpha/m_\alpha$, and the right side is $-L\,\delta f$ because $Lf_0=0$. So $L\,\delta f=f_0'\,\boldsymbol{\mathcal E}\cdot\mathbf v$, which is solved by

$$\delta f=f_0'\sum_\beta\mathcal E_\beta\Phi_\beta,\qquad L\Phi_\beta=v_\beta.\tag{2}$$

$\Phi_\beta$ is a length, a component of the vector mean free path. It is fixed up to a function of $E$. That function carries no current, because $\mathbf v$ is odd in $\mathbf k$ and averages to zero over the ellipsoid, and it is chosen so that $\Phi_\beta$ has zero average on each surface. The current density, with charge $-1$ and two spin states, is $j_\alpha=-2\int d^3k\,(2\pi)^{-3}v_\alpha\,\delta f$, so that

$$\sigma_{\alpha\beta}=2\int\frac{d^3k}{(2\pi)^3}\,(-f_0')\,v_\alpha\Phi_\beta.\tag{3}$$

The charge has entered twice, once in the force and once in the current, and the two signs have cancelled.

**(b)** Introduce the Herring-Vogt variables $w_\alpha=k_\alpha/\sqrt{m_\alpha}$. Find the energy, the volume element, the density of states, the driving term and the collision operator in these variables, and show that $L$ is symmetric and non-negative.

*Solution.* Substituting $k_\alpha=\sqrt{m_\alpha}\,w_\alpha$ gives $E=\sum_\alpha w_\alpha^2/2=w^2/2$. The ellipsoid has become a sphere of radius $w=\sqrt{2E}$, and a state is labelled by $E$ and the unit vector $\hat{\mathbf w}$. The map is diagonal, so its Jacobian is the product of the three scale factors, $d^3k=m_t\sqrt{m_l}\,d^3w$. With $dE=w\,dw$ one has $d^3w=w\,dE\,d\Omega$, and therefore

$$\int\frac{d^3k}{(2\pi)^3}\,(\dots)=\int dE\,D(E)\int\frac{d\Omega}{4\pi}\,(\dots),\qquad D(E)=\frac{4\pi\,m_t\sqrt{m_l}\,w}{8\pi^3}=\frac{m_t\sqrt{m_l}\,\sqrt{2E}}{2\pi^2}.\tag{4}$$

$D(E)$ is the density of states of one valley for one spin. The states on the energy shell are spread uniformly over the sphere, because the Jacobian is a constant.

The velocity is $v_\alpha=k_\alpha/m_\alpha=w_\alpha/\sqrt{m_\alpha}$, so the driving term is

$$\boldsymbol{\mathcal E}\cdot\mathbf v=\sqrt{2E}\;\hat{\mathbf w}\cdot\boldsymbol{\mathcal E}^*,\qquad \mathcal E^*_\alpha=\mathcal E_\alpha/\sqrt{m_\alpha}.$$

This is the driving term of a unit-mass isotropic band in a rescaled field, and it is a pure $l=1$ spherical harmonic of $\hat{\mathbf w}$. In terms of the direction of $\mathbf k$ neither property holds: the length of $\mathbf k$ on the ellipsoid depends on direction, so the weight is not uniform and $v_\alpha$ is not a single harmonic.

By (4), the operator (1) becomes

$$(L\phi)(\hat{\mathbf w})=D(E)\int\frac{d\Omega'}{4\pi}\,S(\hat{\mathbf w},\hat{\mathbf w}')\,[\phi(\hat{\mathbf w})-\phi(\hat{\mathbf w}')].\tag{5}$$

Define the inner product $(\phi,\chi)=\int(d\Omega/4\pi)\,\phi\chi$ for real functions, let $\langle\!\langle\cdot\rangle\!\rangle$ denote the average over both $\hat{\mathbf w}$ and $\hat{\mathbf w}'$, and let a prime mark the argument $\hat{\mathbf w}'$. Then $(\phi,L\chi)=D\langle\!\langle S\,\phi\,(\chi-\chi')\rangle\!\rangle$. Exchanging the names of the two integration variables and using the symmetry of $S$ gives also $(\phi,L\chi)=-D\langle\!\langle S\,\phi'(\chi-\chi')\rangle\!\rangle$. Half the sum of the two forms is

$$(\phi,L\chi)=\tfrac12D\,\langle\!\langle S\,(\phi-\phi')(\chi-\chi')\rangle\!\rangle.\tag{6}$$

The right side is symmetric in $\phi$ and $\chi$. For $\chi=\phi$ it is non-negative, and since $S>0$ it vanishes only for constant $\phi$. On functions of zero average $L$ is therefore symmetric and positive. Setting $\phi=1$ in (6) shows that $L\chi$ always has zero average, so $L$ maps this space into itself. The velocity $v_\beta$ lies in it, and the solution of (2) is written $\Phi_\beta=L^{-1}v_\beta$.

Two averages are needed below. The matrix $(\hat w_\alpha,\hat w_\beta)$ has no off-diagonal elements, since the integrand is then odd in $\hat w_\alpha$, and its three equal diagonal elements add up to 1. Thus

$$(\hat w_\alpha,\hat w_\beta)=\tfrac13\delta_{\alpha\beta},\qquad (v_\alpha,v_\beta)=\frac{2E}{3m_\alpha}\delta_{\alpha\beta}.\tag{7}$$

**(c)** Keep only the $l=1$ part of $\Phi_\alpha$. Show that symmetry leaves two relaxation times, give their formula, and state what has been dropped.

*Solution.* The map $\mathbf k\to\mathbf w$ scales $x$ and $y$ equally, so it commutes with rotations about $z$, and $S$ keeps its axial symmetry in the new variables. It does not acquire full rotational symmetry. The transformation was built from the masses, and $S$ has a dependence on direction of its own. In general $S$ depends on $\hat{\mathbf w}$ and $\hat{\mathbf w}'$ separately and not only on the angle between them.

Take $\Phi_\alpha=\sum_\beta a_{\alpha\beta}\hat w_\beta$. In general three coefficients cannot satisfy $L\Phi_\alpha=v_\alpha$ at every point of the sphere, so the equation is imposed on its $l=1$ part, by taking the inner product with each $\hat w_\gamma$. This brings in the matrix $T_{\gamma\beta}=(\hat w_\gamma,L\hat w_\beta)$, which is symmetric by (6) and unchanged by rotations about $z$. A rotation by $\pi$ reverses $\hat w_x$ and $\hat w_y$ and leaves $\hat w_z$, so $T_{xz}=-T_{xz}=0$ and likewise $T_{yz}=0$. A rotation by $\pi/2$ sends $\hat w_x\to\hat w_y$ and $\hat w_y\to-\hat w_x$, so $T_{xx}=T_{yy}$ and $T_{xy}=-T_{yx}$, which together with $T_{xy}=T_{yx}$ gives $T_{xy}=0$. The matrix is diagonal with two independent entries.

The projected equation is then $a_{\alpha\gamma}T_{\gamma\gamma}=(\hat w_\gamma,v_\alpha)=\sqrt{2E/m_\alpha}\,\delta_{\alpha\gamma}/3$. Its solution has the relaxation-time form

$$\Phi_\alpha=\tau_\alpha(E)\,v_\alpha,\qquad \frac1{\tau_\alpha}=3\,(\hat w_\alpha,L\hat w_\alpha)=\tfrac32D(E)\,\langle\!\langle S\,(\hat w_\alpha-\hat w_\alpha')^2\rangle\!\rangle,\tag{8}$$

where (6) was used in the last step. The two Herring-Vogt times are $\tau_l=\tau_z$ and $\tau_t=\tau_x=\tau_y$. Each rate weights the scattering by the square of the change of one velocity component.

If $S$ depends only on the angle $\gamma$ between $\hat{\mathbf w}$ and $\hat{\mathbf w}'$, the three rates are equal, and each equals their mean. Since $\sum_\alpha(\hat w_\alpha-\hat w'_\alpha)^2=2-2\cos\gamma$, equation (8) gives $1/\tau=D\langle\!\langle S(1-\cos\gamma)\rangle\!\rangle$, the transport rate of an isotropic band.

What has been dropped is the part of $L\hat w_\alpha$ outside $l=1$. Because $L$ commutes with rotations about $z$, it conserves the azimuthal index $m$, so $\hat w_z$ couples only to harmonics with $m=0$ and $\hat w_x,\hat w_y$ only to $|m|=1$. In general it does not conserve $l$. If $S$ is also unchanged when both vectors are inverted, $L$ conserves parity and the coupling is to $l=3,5,\dots$

**(d)** Define the exact transport times of the valley, find how they are related to the times (8), and determine when the two coincide.

*Solution.* The conductivity (3) needs only $(v_\alpha,\Phi_\beta)=2E\,(m_\alpha m_\beta)^{-1/2}(\hat w_\alpha,L^{-1}\hat w_\beta)$. The inverse $L^{-1}$ is symmetric and commutes with rotations about $z$, as $L$ does, so the argument of part (c) makes this matrix diagonal with two independent entries. Define

$$\tau_\alpha^{\rm ex}=3\,(\hat w_\alpha,L^{-1}\hat w_\alpha),\qquad (v_\alpha,\Phi_\beta)=\tau^{\rm ex}_\alpha\,\frac{2E}{3m_\alpha}\,\delta_{\alpha\beta}.\tag{9}$$

The ansatz $\Phi_\alpha=\tau_\alpha v_\alpha$ gives by (7) the same expression with $\tau_\alpha$ in place of $\tau_\alpha^{\rm ex}$. The two-time structure of the zero-field conductivity is thus an exact consequence of axial symmetry. The approximate elements of the Herring-Vogt scheme are the shape $\Phi_\alpha\propto v_\alpha$ and the value (8) of the times.

To compare the values, let $\chi=L^{-1}\hat w_\alpha$, and for any $\phi$ of zero average form $J[\phi]=2(\hat w_\alpha,\phi)-(\phi,L\phi)$. Expanding a square, with the symmetry of $L$ and $L\chi=\hat w_\alpha$,

$$(\phi-\chi,L(\phi-\chi))=(\phi,L\phi)-2(\phi,\hat w_\alpha)+(\chi,\hat w_\alpha)=-J[\phi]+\tfrac13\tau^{\rm ex}_\alpha.$$

The left side is non-negative and vanishes only for $\phi=\chi$. Hence $3J[\phi]\le\tau_\alpha^{\rm ex}$ for every trial function, which is Kohler's variational principle for this problem. For $\phi=a\hat w_\alpha$, equations (7) and (8) give $3J=2a-a^2/\tau_\alpha$, which is largest at $a=\tau_\alpha$, where it equals $\tau_\alpha$. Therefore

$$\tau_\alpha\le\tau_\alpha^{\rm ex}.\tag{10}$$

Equality requires $\chi=\tau_\alpha\hat w_\alpha$, that is $L\hat w_\alpha=\hat w_\alpha/\tau_\alpha$: the times (8) are exact when $\hat w_\alpha$ is an eigenfunction of the collision operator, and only then.

A larger trial space can only raise the maximum of $J$. Suppose that $S$ is also unchanged when both vectors are inverted, so that by part (c) only odd $l$ couple to $\hat w_\alpha$. Take orthonormal harmonics $e_1=\sqrt3\,\hat w_\alpha$, $e_3,e_5,\dots,e_{l_{\max}}$ with the azimuthal dependence of $\hat w_\alpha$, set $\phi=\sum_la_le_l/\sqrt3$ and $M_{ll'}=(e_l,Le_{l'})$. Then $3J=2a_1-\sum a_lM_{ll'}a_{l'}$. It is stationary when $\sum_{l'}M_{ll'}a_{l'}=\delta_{l1}$, so $a_l=(M^{-1})_{l1}$, and the value there is $2a_1-a_1$:

$$\tau_\alpha^{(l_{\max})}=(M^{-1})_{11}.\tag{11}$$

This sequence starts at $1/M_{11}=\tau_\alpha$, does not decrease, and is bounded by $\tau^{\rm ex}_\alpha$. With two functions the inverse of the $2\times2$ matrix gives

$$\frac1{\tau_\alpha^{(3)}}=M_{11}-\frac{M_{13}^2}{M_{33}},\tag{12}$$

so the relative correction begins at $M_{13}^2/(M_{11}M_{33})$, second order in the neglected coupling. Without inversion symmetry the even harmonics must be included, and the correction begins with $l=2$. For $S\propto1+a(\hat w_z+\hat w_z')$ with $0<|a|<\tfrac12$, the odd harmonics alone give no correction, although (10) is strict. Since $M_{33}>0$ by (6), the correction lowers the rate and lengthens the time, in agreement with (10).

**(e)** Find the mobility tensor of one valley in the crystal axes, and evaluate the energy average for $\tau=\tau_0(E/k_BT)^s$.

*Solution.* Inserting (4) and (9) in (3), with $\tau_\alpha$ standing for either kind of time,

$$\sigma_{\alpha\alpha}=2\int dE\,D(E)\,(-f_0')\,\tau_\alpha\frac{2E}{3m_\alpha},\qquad n_i=2\int dE\,D(E)f_0,$$

where $n_i$ in ordinary type is the electron density of the valley. The mobility is $\sigma/(n_ie)$ with $e=1$. All factors of $D$ except $E^{1/2}$ cancel in the ratio, leaving

$$\mu_\alpha=\frac{\langle\tau_\alpha\rangle}{m_\alpha},\qquad\langle\tau\rangle=\frac23\,\frac{\int_0^\infty\tau\,E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{1/2}f_0\,dE}.\tag{13}$$

The average is normalized: integration by parts gives $\int E^{3/2}(-f_0')\,dE=\tfrac32\int E^{1/2}f_0\,dE$, the boundary terms vanishing, so a constant $\tau$ averages to itself.

For the power law let $\epsilon=E/k_BT$ and $f_0=1/(e^{\epsilon-\eta}+1)$, with $\eta$ the chemical potential over $k_BT$, and define $\mathcal F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty\epsilon^jf_0\,d\epsilon$. The powers of $k_BT$ cancel in (13). For $s>-3/2$, integration by parts turns the numerator into $\tau_0(s+\tfrac32)\int\epsilon^{s+1/2}f_0\,d\epsilon=\tau_0(s+\tfrac32)\Gamma(s+\tfrac32)\mathcal F_{s+1/2}=\tau_0\Gamma(s+\tfrac52)\mathcal F_{s+1/2}$. The denominator with its factor is $\tfrac32\Gamma(\tfrac32)\mathcal F_{1/2}=\Gamma(\tfrac52)\mathcal F_{1/2}$. So

$$\langle\tau\rangle=\tau_0\,\frac{\Gamma(s+\frac52)}{\Gamma(\frac52)}\,\frac{\mathcal F_{s+1/2}(\eta)}{\mathcal F_{1/2}(\eta)}.\tag{14}$$

In the nondegenerate limit $f_0\to e^{\eta-\epsilon}$, every $\mathcal F_j\to e^\eta$, and only the ratio of gamma functions remains. For $s=-\tfrac12$ it is $\Gamma(2)/\Gamma(\tfrac52)=1/(\tfrac32\cdot\tfrac12\sqrt\pi)=4/(3\sqrt\pi)$. In the strongly degenerate limit $-f_0'\to\delta(E-E_F)$, the denominator of (13) is $\tfrac23E_F^{3/2}$, and $\langle\tau\rangle=\tau(E_F)$.

In the valley axes the tensor is $\mathrm{diag}(\mu_t,\mu_t,\mu_l)$. The matrix $\mathbf n_i\mathbf n_i^{\mathsf T}$ projects on the axis and $\mathbf 1-\mathbf n_i\mathbf n_i^{\mathsf T}$ on the plane normal to it, so in any axes

$$\boldsymbol\mu^{(i)}=\mu_t\mathbf 1+(\mu_l-\mu_t)\,\mathbf n_i\mathbf n_i^{\mathsf T}.\tag{15}$$

The current of a single valley is parallel to the field only when the field lies along the axis or normal to it, or when $\mu_l=\mu_t$.

**(f)** Sum over the valleys. Find the mobility of the crystal, the condition under which it can be written with a conductivity mass, and the situations in which the result fails.

*Solution.* Currents add. In equilibrium the valleys are equivalent and each holds $n/N$ electrons. To first order in the field this does not change, since $\delta f$ has zero average on each energy surface. The scalars $\mu_l$ and $\mu_t$ are the same for all valleys. Hence

$$\boldsymbol\mu=\frac1N\sum_i\boldsymbol\mu^{(i)}=\mu_t\mathbf 1+(\mu_l-\mu_t)P,\qquad P=\frac1N\sum_i\mathbf n_i\mathbf n_i^{\mathsf T}.$$

An operation $R$ of the point group carries valley $i$ into a valley $j$ and $\mathbf n_i$ into $\pm\mathbf n_j$. The sign drops out of the product, the sum is only reordered, and $RPR^{\mathsf T}=P$. Every cubic point group contains the two-fold rotations about the cube axes and the three-fold rotations about the body diagonals. The rotation $\mathrm{diag}(1,-1,-1)$ reverses $P_{xy}$ and $P_{xz}$, which therefore vanish, and $\mathrm{diag}(-1,1,-1)$ removes $P_{yz}$. The three-fold rotation permutes $x,y,z$ cyclically and makes the diagonal elements equal. The trace is $N^{-1}\sum_i|\mathbf n_i|^2=1$. So $P=\tfrac13\mathbf 1$, the mobility is a scalar, $\mu=\mu_t+\tfrac13(\mu_l-\mu_t)$, and

$$\mu=\frac13\left[\frac{\langle\tau_l\rangle}{m_l}+\frac{2\langle\tau_t\rangle}{m_t}\right].\tag{16}$$

In SI units the right side is multiplied by $e$. Neither $N$ nor the direction of the axes appears. The valley sum involves no approximation. With the times (9), equation (16) is exact within the linearized Boltzmann equation. With the times (8) it is a lower bound, by (10), because the weight in (13) is positive.

If $\langle\tau_l\rangle=\langle\tau_t\rangle=\langle\tau\rangle$, then $\mu=\langle\tau\rangle/m_c$ with the conductivity mass $3/m_c=1/m_l+2/m_t$. Otherwise, the use of $m_c$ with the directional mean $\bar\tau=(\langle\tau_l\rangle+2\langle\tau_t\rangle)/3$ gives

$$\frac{\bar\tau}{m_c}=\frac19\left[\frac{\langle\tau_l\rangle}{m_l}+\frac{2\langle\tau_l\rangle}{m_t}+\frac{2\langle\tau_t\rangle}{m_l}+\frac{4\langle\tau_t\rangle}{m_t}\right].$$

Subtracting (16), written as $\tfrac19[3\langle\tau_l\rangle/m_l+6\langle\tau_t\rangle/m_t]$, leaves

$$\frac{\bar\tau}{m_c}-\mu=\frac29\,\big(\langle\tau_l\rangle-\langle\tau_t\rangle\big)\left(\frac1{m_t}-\frac1{m_l}\right).\tag{17}$$

The single-time estimate is too high when the longer time belongs to the heavier direction.

The result has the following limits. Without the three-fold axis symmetry does not force the diagonal elements of $P$ to be equal: for the vector $(1,2,3)/\sqrt{14}$ and its images under the full tetragonal group, the squares of the $x$ and $y$ components are exchanged and averaged, and the diagonal is $(5/28,\,5/28,\,9/14)=(0.1786,\,0.1786,\,0.6429)$. Uniaxial strain shifts valleys whose axes make different angles with the strain axis by different energies and makes their populations unequal, and a strong field heats such valleys unequally, which lies beyond linear response. In the first case the weights $1/N$ are lost. In the second the valleys no longer share the same $\mu_l$ and $\mu_t$, and scattering between valleys, if present, can also make their populations unequal. Neither happens when the strain or field direction makes equal angles with all valley axes, as $\langle100\rangle$ does for $\langle111\rangle$ valleys. Axial symmetry of the masses is enforced for minima on three-fold or four-fold axes. For a minimum on a two-fold axis such as $\langle110\rangle$ it is an extra assumption, but the group argument applies to the averaged tensor $N^{-1}\sum_i\boldsymbol\mu^{(i)}$ itself, and the mobility is one third of the trace of the one-valley tensor in any case. Elastic intervalley scattering with a strength independent of $\mathbf k$ and $\mathbf k'$ is easily added: its in-scattering term is proportional to the surface average of $\Phi$ in the other valley, which is zero, so $L$ gains a constant $1/\tau_{iv}(E)$ and both rates (8) rise by that amount. In a magnetic field the Lorentz term acts on the whole of $\Phi$, and the two numbers (9) are no longer sufficient unless $\Phi_\alpha\propto v_\alpha$.

The crystal mobility is the scalar (16), exact within the linearized Boltzmann equation with the times (9) and a lower bound with the Herring-Vogt times (8). It remains to find $S$ for scattering by thermal strain, evaluate the two times for it, and compare the approximations in a numerical example.

Numerical values quoted here were computed with a short program.
